\section*{The Effective Mass at the Bottom of a One-Dimensional Band}

An electron near the bottom of the lowest band of a one-dimensional crystal responds to a weak, slowly varying force like a free particle with a changed mass. The crystal potential both attracts and repels the electron within each cell, so it is not obvious whether the changed mass must be larger than the free one, or what property of the potential sets it. Both questions can be answered from the ground-state wave function alone.

Let the potential $V(x)$ be real, local and periodic with period $a$. It may be bounded or contain delta-function spikes. The Hamiltonian is $H=p^2/2m+V$, and Bloch functions obey $\psi(x+a)=e^{ika}\psi(x)$. The lowest energy at given $k$ is the minimum of a quotient over all such functions,
\begin{equation}
E(k)=\min_\psi \frac{\int_0^a\left(\frac{\hbar^2}{2m}|\psi'|^2+V|\psi|^2\right)dx}{\int_0^a|\psi|^2dx}.
\label{min}
\end{equation}
The kinetic term has this form because the boundary term $\psi^*\psi'$ takes the same value at both ends of a cell. Write $E_0=E(0)$, and define the effective mass by $1/m^*=E''(0)/\hbar^2$. An average over one cell is written $\langle g\rangle=a^{-1}\int_0^a g\,dx$.

At $k=0$ the functions in \eqref{min} are periodic. Since $H$ is real, the real and imaginary parts of a minimizer are themselves solutions with energy $E_0$, so a real minimizer $u$ exists. Replacing $u$ by $|u|$ changes neither $u^2$ nor, away from zeros, $u'^2$. Hence $|u|$ is also a minimizer and satisfies the Schr\"odinger equation. Suppose it vanished at some point. That point would be a minimum of $|u|$, and the derivative is continuous there, even at a delta spike, where its jump is proportional to the vanishing wave function. The derivative would therefore be zero as well, and a solution of a linear second-order equation with zero value and zero slope at a point vanishes everywhere. So $u$ has no node and can be taken positive. Being continuous and periodic, it stays above some positive number, and $\langle u^{-2}\rangle$ is finite.

The level $E_0$ is also simple. If there were two independent real minimizers $u_1$ and $u_2$, the combination $u_2(0)u_1-u_1(0)u_2$ would be a minimizer with a zero at $x=0$, which has just been excluded.

Because $u$ has no zeros, every Bloch function can be written as $\psi=uf$, with $f(x+a)=e^{ika}f(x)$. Then $\psi'=u'f+uf'$, and
\begin{equation}
|\psi'|^2=u'^2|f|^2+uu'(|f|^2)'+u^2|f'|^2 .
\end{equation}
The middle term is integrated by parts. Its boundary term $uu'|f|^2$ is periodic and cancels, which leaves
\begin{equation}
\int_0^a uu'(|f|^2)'dx=-\int_0^a(u'^2+uu'')|f|^2dx .
\end{equation}
The terms in $u'^2$ cancel in the sum, so
\begin{equation}
\int_0^a|\psi'|^2dx=\int_0^a u^2|f'|^2dx-\int_0^a uu''|f|^2dx .
\end{equation}
The equation for $u$ reads $-(\hbar^2/2m)u''=(E_0-V)u$. After multiplication by $\hbar^2/2m$, the last integral therefore contributes $\int(E_0-V)u^2|f|^2dx$. Its potential part cancels the potential energy in \eqref{min}, and the numerator becomes $E_0\int u^2|f|^2dx$ plus a positive term. Thus
\begin{equation}
E(k)-E_0=\min_f\frac{\hbar^2}{2m}\,
\frac{\int_0^a u^2|f'|^2dx}{\int_0^a u^2|f|^2dx}.
\label{factor}
\end{equation}
With delta spikes, $u''$ contains the same spikes as $Vu$, and the cancellation is unchanged. The potential has disappeared from the formula except through $u$. What remains is the energy needed to twist the ground state by a phase $ka$ per cell.

An upper bound on this energy follows from any trial function. Take a pure phase, $f=e^{i\theta(x)}$, with $\theta(x+a)=\theta(x)+ka$. The numerator is then $\int u^2\theta'^2dx$, to be made small while $\int_0^a\theta'dx=ka$ is held fixed. Stationarity requires $u^2\theta'$ to be constant, and the constraint fixes the constant:
\begin{equation}
\theta'(x)=\frac{k}{\langle u^{-2}\rangle\,u(x)^2}.
\label{theta}
\end{equation}
This gives $\int_0^a u^2\theta'^2dx=k^2a/\langle u^{-2}\rangle$, while the denominator is $a\langle u^2\rangle$. With the abbreviation
\begin{equation}
M=\langle u^2\rangle\langle u^{-2}\rangle ,
\end{equation}
the result is
\begin{equation}
E(k)-E_0\le\frac{\hbar^2k^2}{2mM}.
\label{upper}
\end{equation}

The condition on $u^2\theta'$ has a direct meaning. The probability current of the trial state is proportional to $u^2\theta'$, and a stationary state in one dimension must carry the same current through every point. Where the density $u^2$ is small, the local velocity $\hbar\theta'/m$ must be large. The low-density parts of the cell are bottlenecks, and $\langle u^{-2}\rangle$ measures their cost.

For a lower bound, let $f$ be any function allowed in \eqref{factor}, and let $y$ be any starting point. The Cauchy--Schwarz inequality, applied to the product of $u^{-1}$ and $uf'$, gives
\begin{equation}
|f(y+a)-f(y)|^2=\left|\int_y^{y+a}u^{-1}\,uf'\,dx\right|^2
\le a\langle u^{-2}\rangle\int_0^a u^2|f'|^2dx .
\end{equation}
The integrals on the right do not depend on $y$ because their integrands are periodic. The left side equals $|e^{ika}-1|^2|f(y)|^2=2(1-\cos ka)|f(y)|^2$. Multiply both sides by $u(y)^2$ and integrate over $y$ through one cell:
\begin{equation}
2(1-\cos ka)\int_0^a u^2|f|^2dy\le a^2M\int_0^a u^2|f'|^2dx .
\end{equation}
This holds for every admissible $f$, including the minimizer in \eqref{factor}, so
\begin{equation}
E(k)-E_0\ge\frac{\hbar^2}{mMa^2}(1-\cos ka).
\label{lower}
\end{equation}
The right side is never negative, which also shows that the minimum of the band lies at $k=0$.

The two bounds agree to order $k^2$. Since $1-\cos t\ge t^2/2-t^4/24$,
\begin{equation}
0\le\frac{\hbar^2k^2}{2mM}-[E(k)-E_0]\le\frac{\hbar^2a^2k^4}{24\,mM}.
\end{equation}
Writing $\psi=e^{ikx}w$ with $w$ periodic turns $H$ into a Hamiltonian that is a polynomial in $k$. Its lowest eigenvalue at $k=0$ is simple and isolated, so $E(k)$ has a Taylor series there. The squeeze leaves no choice for its quadratic coefficient: $E''(0)=\hbar^2/(mM)$. Therefore
\begin{equation}
\frac{m^*}{m}=\langle u^2\rangle\langle u^{-2}\rangle .
\label{mass}
\end{equation}
Multiplying $u$ by a constant leaves the product unchanged, so no normalization is needed. A further use of Cauchy--Schwarz gives
\begin{equation}
1=\langle u\,u^{-1}\rangle^2\le\langle u^2\rangle\langle u^{-2}\rangle=\frac{m^*}{m}.
\end{equation}
Equality requires $u$ to be proportional to $u^{-1}$, hence constant, and the Schr\"odinger equation then reads $V=E_0$. Any potential that is not constant makes the electron at the bottom of the lowest band heavier than a free one.

The same mass can be obtained from perturbation theory in $k$, which shows the cause in terms of energy levels. The Hamiltonian for $w$ is $H+\hbar kp/m+\hbar^2k^2/2m$. The first-order term in $p$ vanishes because $\int uu'dx=0$ over a cell. With normalized periodic states $n$ of energy $E_n$ and matrix elements $p_{n0}$, second order gives
\begin{equation}
\frac{m}{m^*}=1-\frac{2}{m}\sum_{n>0}\frac{|p_{n0}|^2}{E_n-E_0}.
\label{kp}
\end{equation}
No term can raise $m/m^*$, since all other states lie above and can only push the lowest one down as $k$ grows. Some terms may vanish by symmetry. Equation \eqref{mass} sums this infinite series using the ground state alone.

As an example, take the model potential
\begin{equation}
V(x)=-A\cos\frac{2\pi x}{a}+B\sin\frac{4\pi x}{a}
\end{equation}
with $a=0.5$ nm, $A=5$ eV and $B=2$ eV. It has no inversion centre, and the derivation did not ask for one. Diagonalization in plane waves gives $E_0=-1.787$ eV and a positive ground state. Scaled so that $\langle u^2\rangle=1$, it varies between $0.345$ and $1.616$, so the density changes by a factor $(1.616/0.345)^2\approx22$ within a cell. The other average is $\langle u^{-2}\rangle=2.758$, and
\begin{equation}
\frac{m^*}{m}=1.000\times2.758=2.758 .
\end{equation}
The curvature of the computed band, found by finite differences without use of \eqref{mass}, also gives $2.758$. The sum in \eqref{kp} subtracts $0.6374$ from one, and $1/(1-0.6374)=2.758$ again.

The bounds can be read at finite $k$ too. With $\hbar^2/2m=0.03810$ eV\,nm$^2$, the lower bound at the zone boundary $ka=\pi$ is
\begin{equation}
\frac{2\hbar^2}{m^*a^2}=\frac{4\times0.03810}{2.758\times0.25}\ \text{eV}=0.221\ \text{eV},
\end{equation}
and the upper bound is $\pi^2/4$ times this, or $0.545$ eV. The computed rise $E(\pi/a)-E_0$ is $0.247$ eV. It lies much nearer the lower bound, which has the cosine form of a band with hopping between neighbouring cells only. At $ka=\pi/10$ the three numbers are $0.00541$, $0.00542$ and $0.00545$ eV, so the squeeze is already tight. Both bounds were tested across the whole zone.

For a weak potential the mass can be found by hand. Set $B=0$ and scale $u$ so that $u=1+\eta$ with $\langle\eta\rangle=0$. To second order in $\eta$, $\langle u^2\rangle=1+\langle\eta^2\rangle$ and $\langle u^{-2}\rangle=1+3\langle\eta^2\rangle$, so $m^*/m\approx1+4\langle\eta^2\rangle$. The Schr\"odinger equation to first order in $A$ is $-(\hbar^2/2m)\eta''=A\cos(2\pi x/a)$, because the first-order energy $\langle V\rangle$ is zero. Its solution is $\eta=\alpha\cos(2\pi x/a)$ with
\begin{equation}
\alpha=\frac{A}{(\hbar^2/2m)(2\pi/a)^2},\qquad
\frac{m^*}{m}\approx1+2\alpha^2 .
\end{equation}
For $A=1$ eV the denominator is $6.016$ eV, so $\alpha=0.1662$ and the estimate is $1.055$. The full calculation gives $1.056$. The first correction is quadratic in $A$, as it must be when neither sign of the potential can reduce the mass.

At larger $A$ the growth is much faster. Still with $B=0$, the mass ratio is $2.65$ at $5$ eV, $11.2$ at $10$ eV and $127$ at $20$ eV. The ground state gathers in the potential wells, and the small density left between them dominates $\langle u^{-2}\rangle$.

A comb of attractive delta functions shows both limits in closed form. Let $V=-g\sum_n\delta(x-na)$ with $g>0$, and set $P=mga/\hbar^2$. Integrating the Schr\"odinger equation across a spike gives the jump $\psi'(0^+)-\psi'(0^-)=-(2P/a)\psi(0)$. A constant trial function has energy $-g/a$, so $E_0<0$, and one can write $E_0=-\hbar^2q^2/(2ma^2)$. Between spikes $\psi''=(q/a)^2\psi$. The positive periodic solution is
\begin{equation}
u=\cosh\left[q\left(\frac{x}{a}-\frac12\right)\right],\quad 0\le x\le a,
\qquad q\tanh\frac q2=P ,
\label{comb}
\end{equation}
where the condition on $q$ comes from the jump $-(2q/a)\sinh(q/2)$. This is the ground state, because any other level has an eigenfunction orthogonal to the positive ground state and must change sign. The averages are elementary:
\begin{equation}
\langle u^2\rangle=\frac12+\frac{\sinh q}{2q},\qquad
\langle u^{-2}\rangle=\frac2q\tanh\frac q2 ,
\end{equation}
and therefore
\begin{equation}
\frac{m^*}{m}=\frac{(q+\sinh q)\tanh(q/2)}{q^2}.
\label{combmass}
\end{equation}

The band itself confirms this. For $E=-\hbar^2s^2/(2ma^2)$, put $\psi=\alpha\cosh(sx/a)+\beta\sinh(sx/a)$ in the cell and let $\lambda=e^{ika}$. The Bloch condition on $\psi$ and the jump condition on $\psi'$ give
\begin{align}
\alpha\cosh s+\beta\sinh s&=\lambda\alpha,\\
s(\alpha\sinh s+\beta\cosh s)&=\lambda(s\beta+2P\alpha).
\end{align}
Eliminating $\beta=\alpha(\lambda-\cosh s)/\sinh s$ and using $\cosh^2s-\sinh^2s=1$ leads to $\lambda+\lambda^{-1}=2\cosh s-2P\sinh s/s$, or
\begin{equation}
\cos ka=D(s)\equiv\cosh s-\frac{P\sinh s}{s}.
\end{equation}
Near $k=0$, $s=q+\delta s$ with $-(ka)^2/2=D'(q)\,\delta s$. The energy change is $-\hbar^2q\,\delta s/(ma^2)=\hbar^2k^2q/[2mD'(q)]$, so $m^*/m=D'(q)/q$. Inserting $P=q\tanh(q/2)$,
\begin{equation}
D'(q)=\sinh q-\tanh\frac q2\cosh q+\tanh\frac q2\,\frac{\sinh q}{q}
=\tanh\frac q2\left(1+\frac{\sinh q}{q}\right),
\end{equation}
since $\sinh q-\tanh(q/2)\cosh q=\tanh(q/2)$. Division by $q$ reproduces \eqref{combmass}.

For $P=2$ one finds $q=2.399$, and the averages give $1.6384\times0.6948=1.138$. For small $P$, expansion of \eqref{combmass} gives $1+q^4/180$, and $q^2\approx2P$ turns this into $1+P^2/45$, again quadratic in the potential. For large $P$, $q$ approaches $P$ and the mass ratio approaches $e^q/(2q^2)$. The exponential comes from the small wave function midway between spikes.

The absence of nodes is essential. In the first example, the second band has its minimum at $ka=\pi$. There the Bloch condition is $\psi(x+a)=-\psi(x)$, and a real eigenfunction must change sign within a cell. Near a simple zero $x_0$ its inverse square behaves as $(x-x_0)^{-2}$, whose integral diverges, so \eqref{mass} cannot be applied. The computed mass there is $0.459\,m$, lighter than a free electron. The perturbation sum about this point has the same structure as \eqref{kp}, but the lowest band now lies below and contributes with the opposite sign. It is the only state below, so its upward push must outweigh the effect of all the higher states. For a real, local potential in one dimension, the inequality $m^*\ge m$ is thus guaranteed at the bottom of the lowest band, where no lower state exists, but it can fail at the minimum of a higher band. The valence and conduction bands of a real crystal lie above core levels or are computed with nonlocal potentials, and the derivation does not cover them; the exact formula \eqref{mass} also rests on the current being constant along a line, which is special to one dimension. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
hbar^2/(2m) = 0.038100 eV nm^2
a = 0.50 nm, A = 5.0 eV, B = 2.0 eV
E0 = -1.78696 eV
u min, max (mean u^2 = 1 scale) = 0.34523, 1.61589
mean(u^2) = 1.000000
mean(u^-2) = 2.757713
m*/m from cell averages = 2.757713
m*/m from band curvature = 2.757712
m*/m from k.p sum = 2.757713
k.p repulsion term = 0.637381
E(k)-E0 at ka=1, band = 0.052020 eV
E(k)-E0 at ka=1, factorized = 0.052020 eV
ka/pi, lower bound, E(k)-E0, upper bound (eV):
  0.10  0.00541  0.00542  0.00545
  0.25  0.03237  0.03286  0.03409
  0.50  0.11053  0.11653  0.13636
  0.75  0.18868  0.20739  0.30680
  1.00  0.22105  0.24749  0.54542
m*/m at second-band minimum (ka = pi) = 0.45923
B = 0 sweep: A (eV), m*/m averages, m*/m curvature:
  0.0  1.00000  1.00000
  1.0  1.05566  1.05566
  5.0  2.64627  2.64627
  10.0  11.15057  11.15058
  20.0  127.21461  127.21476
delta comb: P = 2.0, q = 2.399357
delta comb mean(u^2) = 1.638359
delta comb mean(u^-2) = 0.694817
delta comb m*/m, averages = 1.138359
delta comb m*/m, closed form = 1.138359
delta comb m*/m, dispersion = 1.138359
\end{verbatim}
